**March's spatial generalisation of Kato's cusp theorem for full shells in a bare Coulomb field**

For noninteracting electrons in the potential \(-Z/r\) (Hartree atomic units) that fill complete principal shells \(n\), the density \(\rho\) and its \(l=0\) part \(\rho_s\) obey \(d\rho/dr=-2Z\rho_s\) at every radius, shell by shell; \(u_{nl}=rR_{nl}\) are the radial functions and \(q=-\rho'/(2Z\rho_s)\) measures any departure. The program asserts symbolically, for \(n=1\) to 5, the factorisation of the radial operator, the ladder relations in \(l\), the telescoping of \(F_l=u_l'^2-V_lu_l^2\) with \(u_l''=V_lu_l\), the theorem, its moment sum rules and the need for equal occupation of all \(l\) in a shell. It asserts the theorem again in 40-digit arithmetic by numerical differentiation of explicit orbital sums, including the shell \(n=15\), and its integral form by quadrature. The output gives \(\rho\), \(\rho_s\) and \(\rho'\) for ten electrons at \(Z=10\), with \(\rho(0)=716.197\) bohr\(^{-3}\), \(\int\rho\,r^{-1}d^3r=ZN_s=40\) bohr\(^{-1}\) for \(N_s=4\) \(s\) electrons, and energy \(-200\) hartree. It asserts failure for closed subshells, with \(q=0.422\) for \(1s^22s^2\) and \(q=0.346\) for filling through \(3p\) at the chosen radii, and shows that the shell identity fails for a degenerate oscillator level. For neon in a 26s15p Gaussian basis, the bare-nucleus orbitals give \(q=1\) to about \(10^{-4}\), while restricted Hartree–Fock gives \(q\) falling from 0.995 at 0.02 bohr to 0.497 at 0.6 bohr.

## Program and output

```python
# Theorem under test (Hartree atomic units): for h = -(1/2) Laplacian - Z/r with full
# principal shells n (all l, m; two electrons per orbital), d rho/dr = -2 Z rho_s,
# rho = sum_n 2 S_n/(4 pi), S_n = sum_l (2l+1) R_nl^2, rho_s = sum_n 2 R_n0^2/(4 pi).
# Symbols: u_nl = r R_nl, kappa = Z/n, V_l = l(l+1)/r^2 - 2Z/r + kappa^2,
# W_l = l/r - Z/l, a_l^2 = Z^2/l^2 - kappa^2, F_l = u_l'^2 - V_l u_l^2,
# q = -rho'/(2 Z rho_s), N_s = number of s electrons.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto
from pyscf.scf import hf
hf.MUTE_CHKFILE = True

# ---------- exact algebra: u_nl = poly[n,l] * exp(-Z r/n) ----------
r, Z = sp.symbols('r Z', positive=True)
NMAX = 5
def zero(e):
    e = sp.expand(e)
    return e == 0 or sp.simplify(e) == 0
def upoly(n, l):
    x = 2*Z*r/n
    c = sp.sqrt((2*Z/n)**3*sp.factorial(n-l-1)/(2*n*sp.factorial(n+l)))
    return sp.expand(c*r*x**l*sp.assoc_laguerre(n-l-1, 2*l+1, x))
def deriv(p, decay):            # derivative of p*exp(-decay*r), exponential removed
    return sp.expand(sp.diff(p, r) - decay*p)
def radial_integral(p, n):      # integral over r of p*exp(-2Zr/n)
    return sp.expand(sum(c*sp.factorial(k)/(2*Z/n)**(k+1)
                         for (k,), c in sp.Poly(sp.expand(p), r).terms()))
f = sp.Function('f')(r)
lsym = sp.symbols('l', positive=True)
Ws = lsym/r - Z/lsym
low = lambda g: sp.diff(g, r) + Ws*g
up = lambda g: -sp.diff(g, r) + Ws*g
twoh = lambda g, l: -sp.diff(g, r, 2) + (l*(l+1)/r**2 - 2*Z/r)*g
assert zero(up(low(f)) - twoh(f, lsym) - Z**2/lsym**2*f)
assert zero(low(up(f)) - twoh(f, lsym-1) - Z**2/lsym**2*f)

for n in range(1, NMAX+1):
    kap = Z/n
    u = [upoly(n, l) for l in range(n)]
    R2 = [sp.expand(p**2/r**2) for p in u]
    V = [l*(l+1)/r**2 - 2*Z/r + kap**2 for l in range(n)]
    F = [sp.expand(deriv(u[l], kap)**2 - V[l]*u[l]**2) for l in range(n)]
    for l in range(n):
        assert zero(deriv(deriv(u[l], kap), kap) - V[l]*u[l])          # eigenfunction
        assert zero(radial_integral(u[l]**2, n) - 1)                   # normalised
        assert zero(deriv(F[l], 2*kap) - (2*l*(l+1)/r - 2*Z)*R2[l])
        assert zero(F[l] - (l+1)*R2[l] - sum((2*j+1)*R2[j] for j in range(l+1, n)))
        if l >= 1:
            W = l/r - Z/l
            a = Z*sp.sqrt(sp.Rational(1, l*l) - sp.Rational(1, n*n))
            assert zero(deriv(u[l], kap) - a*u[l-1] + W*u[l])
            assert zero(deriv(u[l-1], kap) - W*u[l-1] + a*u[l])
            assert zero(F[l-1] - F[l] - l*(R2[l-1] + R2[l]))
    assert zero(deriv(u[-1], kap) - (n/r - Z/n)*u[-1])
    S = sum((2*l+1)*R2[l] for l in range(n))
    assert zero(deriv(S, 2*kap) + 2*Z*R2[0])                           # the theorem
    assert zero(S - deriv(u[0], kap)**2 + u[0]*deriv(deriv(u[0], kap), kap))
    for k in range(-2, 4):                                             # moments
        lhs = (k+3)*sum((2*l+1)*radial_integral(u[l]**2*r**k, n) for l in range(n))
        assert zero(lhs - 2*Z*radial_integral(u[0]**2*r**(k+1), n))
    assert zero(radial_integral(u[0]**2*r, n) - 3*n*n/(2*Z))
    if n >= 2:                                                         # converse
        w = sp.symbols('w0:%d' % n)
        res = deriv(sum(w[l]*(2*l+1)*R2[l] for l in range(n)), 2*kap) + 2*Z*w[0]*R2[0]
        eqs = sp.Poly(sp.expand(res.subs(Z, 1)), r).coeffs()
        sol = sp.solve(eqs, list(w[1:]), dict=True)
        assert len(sol) == 1 and all(zero(sol[0][x] - w[0]) for x in w[1:])
print("exact identities hold for shells n = 1 ..", NMAX)

# oscillator v = r^2/2, degenerate s and d levels at energy 7/2
g = sp.exp(-r**2/2)
us, ud = r*(1 - 2*r**2/3)*g, r**3*g
us = us/sp.sqrt(sp.integrate(sp.expand(us**2), (r, 0, sp.oo)))
ud = ud/sp.sqrt(sp.integrate(sp.expand(ud**2), (r, 0, sp.oo)))
assert zero((-sp.diff(us, r, 2) + (r**2 - 7)*us)/g)
assert zero((-sp.diff(ud, r, 2) + (6/r**2 + r**2 - 7)*ud)/g)
Fo = sp.diff(us, r)**2 + (7 - r**2)*us**2
assert zero((sp.diff(Fo, r) + 2*r*us**2)/g**2)
Fo1, So1 = float(Fo.subs(r, 1)), float(((us**2 + 5*ud**2)/r**2).subs(r, 1))
assert abs(Fo1/So1 - 1) > 0.1
print("oscillator r=1 bohr: F_0 = %.5f, shell sum = %.5f bohr^-3" % (Fo1, So1))

# ---------- numerical tests from explicit orbitals ----------
mp.mp.dps = 40
def Rnl(n, l, z, x):
    y = 2*z*x/n
    m = n - l - 1
    lag = mp.fsum((-y)**i*mp.binomial(n+l, m-i)/mp.factorial(i) for i in range(m+1))
    c = mp.sqrt((mp.mpf(2*z)/n)**3*mp.factorial(m)/(2*n*mp.factorial(n+l)))
    return c*y**l*lag*mp.exp(-y/2)
def rho(subshells, z, x):
    return mp.fsum(2*(2*l+1)*Rnl(n, l, z, x)**2 for n, l in subshells)/(4*mp.pi)
def rho_s(subshells, z, x):
    return rho([s for s in subshells if s[1] == 0], z, x)
def ratio(subshells, z, x):
    return -mp.diff(lambda t: rho(subshells, z, t), x)/(2*z*rho_s(subshells, z, x))
full = lambda N: [(n, l) for n in range(1, N+1) for l in range(n)]
th, ph = mp.mpf('0.7'), mp.mpf('1.1')
ang = [mp.fsum(abs(mp.spherharm(l, m, th, ph))**2 for m in range(-l, l+1)) for l in range(4)]
for l in range(4):
    assert abs(ang[l] - (2*l+1)/(4*mp.pi)) < 1e-25
ray = lambda t: mp.fsum(2*Rnl(n, l, 3, t)**2*ang[l] for n, l in full(4))
for x in ['0.13', '1.7', '6.1']:
    x = mp.mpf(x)
    assert abs(mp.diff(ray, x)/(-6*rho_s(full(4), 3, x)) - 1) < 1e-15
shell15 = [(15, l) for l in range(15)]
for x in ['3.3', '80.7', '390.1']:
    assert abs(ratio(shell15, 1, mp.mpf(x)) - 1) < 1e-15

# ---------- worked example: Z = 10, shells 1 and 2 ----------
z = 10
occ = full(2)
print("bare field Z = %d, shells n = 1, 2" % z)
print("r (bohr), rho, rho_s (bohr^-3), rho', -2Z rho_s (bohr^-4)")
for xs in ['0', '0.1', '0.2', '0.5']:
    x = mp.mpf(xs)
    y = z*x
    d = mp.diff(lambda t: rho(occ, z, t), x)
    closed = z**3/(2*mp.pi)*(4*mp.exp(-2*y) + mp.exp(-y)*(mp.mpf(1)/2 - y/2 + y*y/4))
    tail = 2*z*mp.quad(lambda t: rho_s(occ, z, t), [x, x+0.3, x+1, x+4, x+15])
    assert abs(closed/rho(occ, z, x) - 1) < 1e-25
    assert abs(d/(-2*z*rho_s(occ, z, x)) - 1) < 1e-15
    assert abs(tail/rho(occ, z, x) - 1) < 1e-15
    print("%.1f  %.5f  %.5f  %.4f  %.4f" % (x, rho(occ, z, x), rho_s(occ, z, x), d,
                                           -2*z*rho_s(occ, z, x)))
r0 = mp.mpf(0)
cusp = mp.diff(lambda t: rho(occ, z, t), r0)/rho(occ, z, r0)
assert abs(cusp + 2*z) < 1e-15
bohr = physical_constants['Bohr radius'][0]*1e10
print("rho'(0)/rho(0) = %.6f bohr^-1" % cusp)
print("rho(0) = %.4f bohr^-3 = %.1f angstrom^-3" % (rho(occ, z, r0), rho(occ, z, r0)/bohr**3))
mom = lambda fn, k: mp.quad(lambda t: 4*mp.pi*t**(2+k)*fn(occ, z, t), [0, 0.3, 1, 4, 15])
Ne, Ns, inv, rs = mom(rho, 0), mom(rho_s, 0), mom(rho, -1), mom(rho_s, 1)
energy = sum(2*(2*l+1)*(-z*z/(2.0*n*n)) for n, l in occ)
assert abs(inv - z*Ns) < 1e-15 and abs(Ne - 2*z*rs/3) < 1e-15
assert abs(energy + z*z*Ns/2) < 1e-10
print("N = %.6f, N_s = %.6f electrons" % (Ne, Ns))
print("int rho_s r = %.6f bohr, (2Z/3) times it = %.6f" % (rs, 2*z*rs/3))
print("int rho/r = %.6f, Z N_s = %.6f bohr^-1" % (inv, z*Ns))
print("orbital energy sum = %.4f, -Z^2 N_s/2 = %.4f hartree" % (energy, -z*z*Ns/2))

# ---------- closed subshells are not enough ----------
qbe = ratio([(1, 0), (2, 0)], 4, mp.mpf('0.75'))
qar = ratio(full(2) + [(3, 0), (3, 1)], 18, mp.mpf('0.5'))
q28 = ratio(full(3), 18, mp.mpf('0.5'))
assert abs(qbe - 1) > 0.1 and abs(qar - 1) > 0.1 and abs(q28 - 1) < 1e-15
print("q, 1s2 2s2, Z=4, r=0.75 bohr: %.5f" % qbe)
print("q, through 3p, Z=18, r=0.5 bohr: %.5f; with 3d: %.5f" % (qar, q28))

# ---------- neon: bare nucleus versus restricted Hartree-Fock, same basis ----------
a0, beta, n_s, n_p = 0.08, 2.0, 26, 15
basis = [[0, [a0*beta**k, 1.0]] for k in range(n_s)] + \
        [[1, [a0*beta**k, 1.0]] for k in range(n_p)]
mol = gto.M(atom='Ne 0 0 0', basis={'Ne': basis}, unit='Bohr', verbose=0)
loc = mol.ao_loc_nr()
s_idx = np.array([loc[i] for i in range(mol.nbas) if mol.bas_angular(i) == 0])
ovl, kin, nuc = mol.intor('int1e_ovlp'), mol.intor('int1e_kin'), mol.intor('int1e_nuc')
vec = eigh(kin + nuc, ovl)[1][:, :5]
dm_bare = 2*vec @ vec.T
mf = hf.RHF(mol)
mf.conv_tol = 1e-8
e_hf = mf.kernel()
assert mf.converged
dm_hf = np.asarray(mf.make_rdm1())
virial = (e_hf - np.sum(dm_hf*kin))/np.sum(dm_hf*kin)
assert abs(virial + 2) < 1e-3
radii = np.array([0.02, 0.1, 0.3, 0.6])
pts = np.zeros((len(radii), 3))
pts[:, 2] = radii
ao = mol.eval_gto('GTOval_sph_deriv1', pts)
def analyse(dm):
    ds = dm[np.ix_(s_idx, s_idx)]
    drho = 2*np.einsum('pi,ij,pj->p', ao[3], dm, ao[0])
    dens_s = np.einsum('pi,ij,pj->p', ao[0][:, s_idx], ds, ao[0][:, s_idx])
    return (-drho/(2*z*dens_s), -np.sum(dm*nuc)/z, np.sum(ds*ovl[np.ix_(s_idx, s_idx)]))
q_bare, inv_bare, ns_bare = analyse(dm_bare)
q_hf, inv_hf, ns_hf = analyse(dm_hf)
# the one percent tolerance allows for pointwise error of the finite Gaussian basis
assert np.max(abs(q_bare - 1)) < 1e-2 and abs(inv_bare - z*ns_bare) < 1e-3
assert abs(inv_hf/(z*ns_hf) - 1) > 0.1 and np.max(abs(q_hf - 1)) > 0.05
assert abs(q_hf[0] - 1) < 0.05      # close to the nucleus the cusp value survives
print("basis %ds%dp, exponents %.2f*%.1f^k bohr^-2" % (n_s, n_p, a0, beta))
print("neon RHF energy = %.5f hartree, virial V/T = %.5f" % (e_hf, virial))
for x, qb, qh in zip(radii, q_bare, q_hf):
    print("r = %.2f bohr: q bare = %.4f, q RHF = %.4f" % (x, qb, qh))
print("bare: int rho/r = %.4f, Z N_s = %.4f bohr^-1" % (inv_bare, z*ns_bare))
print("RHF:  int rho/r = %.4f, Z N_s = %.4f bohr^-1, ratio %.4f"
      % (inv_hf, z*ns_hf, inv_hf/(z*ns_hf)))
print("OK")
```

Printed output:

```
exact identities hold for shells n = 1 .. 5
oscillator r=1 bohr: F_0 = 3.04412, shell sum = 1.24532 bohr^-3
bare field Z = 10, shells n = 1, 2
r (bohr), rho, rho_s (bohr^-3), rho', -2Z rho_s (bohr^-4)
0.0  716.19724  716.19724  -14323.9449  -14323.9449
0.1  100.79458  93.47585  -1869.5169  -1869.5169
0.2  22.42974  11.66010  -233.2020  -233.2020
0.5  4.58651  1.23533  -24.7065  -24.7065
rho'(0)/rho(0) = -20.000000 bohr^-1
rho(0) = 716.1972 bohr^-3 = 4833.1 angstrom^-3
N = 10.000000, N_s = 4.000000 electrons
int rho_s r = 1.500000 bohr, (2Z/3) times it = 10.000000
int rho/r = 40.000000, Z N_s = 40.000000 bohr^-1
orbital energy sum = -200.0000, -Z^2 N_s/2 = -200.0000 hartree
q, 1s2 2s2, Z=4, r=0.75 bohr: 0.42156
q, through 3p, Z=18, r=0.5 bohr: 0.34610; with 3d: 1.00000
basis 26s15p, exponents 0.08*2.0^k bohr^-2
neon RHF energy = -128.54709 hartree, virial V/T = -2.00000
r = 0.02 bohr: q bare = 0.9999, q RHF = 0.9952
r = 0.10 bohr: q bare = 1.0000, q RHF = 0.9773
r = 0.30 bohr: q bare = 1.0000, q RHF = 0.7800
r = 0.60 bohr: q bare = 1.0001, q RHF = 0.4973
bare: int rho/r = 40.0000, Z N_s = 40.0000 bohr^-1
RHF:  int rho/r = 31.1133, Z N_s = 40.0000 bohr^-1, ratio 0.7778
OK
```
